\section*{Random Filling of Adsorption Sites: One Pass or Repeated Attempts}

\section{Two ways to the same coverage}

On a periodic square lattice of $64\times64$ adsorption sites, let each adsorbed molecule block its four nearest neighbours. Throwing molecules at random sites until none fits takes on average $7.17\pm0.08$ attempts per site and leaves a fraction $0.3641\pm0.0002$ of the sites filled. Visiting each site once, in a shuffled order, takes one attempt per site and leaves $0.3642\pm0.0003$ filled (means and standard errors over 250 fillings each). About six sevenths of the attempts have been dropped, and the coverage has not moved within the error.

The choice between these procedures arises as a setting when a covered slab is prepared for an electronic-structure calculation: a structure builder places adsorbates at random on listed sites, subject to an exclusion rule, either by repeated attempts or in a single pass. This guide shows that the two modes give the same probability for every final structure, states when they do not, and derives how to use the setting.

\section{What the setting computes}

Let there be $N$ sites, all empty at the start, and a list of neighbours for each. The sites and neighbour pairs form a finite graph, which may be a periodic cell, an open patch or an irregular surface. An attempt at site $i$ is accepted if $i$ and all its neighbours are empty; otherwise nothing changes. Filled sites stay filled, and molecules do not move. A state is \emph{jammed} when no site can accept a molecule. The jammed set of filled sites is called $J$.

\emph{Repeated attempts}: each attempt picks one of the $N$ sites with probability $1/N$, independently of the past, until the state is jammed.

\emph{One pass}: an order $\pi$ is drawn uniformly from the $N!$ permutations, and each site is tried once in that order.

The claim is
\begin{equation}
P_{\rm rep}(J)=P_{\rm pass}(J)\qquad\text{for every }J .
\label{eq:claim}
\end{equation}
It concerns whole structures, so that every average over jammed structures (coverage, pair statistics, mean adsorption energy) agrees as well.

\section{Why one pass is enough}

\subsection{Later attempts at a site change nothing}

Take any sequence of attempts in which every site occurs. Such a sequence arises with probability one if attempts are continued past jamming, and continuing does not alter $J$. Strike out all attempts except the first at each site. The full and the shortened sequence produce the same filled set at every stage, by induction.

Suppose the sets agree before some attempt at $i$. If it is the first at $i$, both sequences contain it and decide it on the same state. If it is a repeat, there are two cases. Either the first attempt was accepted, so that $i$ is filled and the repeat is refused; or the first was refused because a neighbour was filled, and that neighbour is still filled, so the repeat is refused too. The full sequence is then unchanged, as is the shortened one, which skips this attempt.

When every site has been tried, each is either filled or has a filled neighbour, so the state is jammed. The final set is therefore a function $J(\pi)$ of the order $\pi$ of first visits. In a test on a periodic $12\times12$ lattice, 100 shared attempt sequences were run in full and in shortened form, and all final sets were identical.

\subsection{The order of first visits is uniform}

Suppose $j$ distinct sites have been seen. A particular unseen site $u$ is the next new one if $r$ repeats, $r=0,1,2,\dots$, are followed by a hit on $u$. Each repeat has probability $j/N$, so
\begin{equation}
P(u\text{ next})=\sum_{r=0}^{\infty}\left(\frac jN\right)^{r}\frac1N
=\frac{1}{N}\,\frac{1}{1-j/N}=\frac1{N-j}.
\end{equation}
This is the same for all unseen sites and does not depend on the order seen so far. Multiplying over the stages,
\begin{equation}
P(\pi)=\prod_{j=0}^{N-1}\frac1{N-j}=\frac1{N!}.
\end{equation}
Both procedures thus give $J$ the probability
\begin{equation}
P(J)=\frac{\#\{\pi: J(\pi)=J\}}{N!},
\end{equation}
which proves Eq.~\eqref{eq:claim}.

An open $3\times3$ patch is small enough to check completely. Solving the Markov chain of single attempts, refusals included, and separately enumerating all $9!$ orders gives the same probabilities for its 10 jammed sets, to within $6\times10^{-13}$. The set of four corners and centre has probability 0.3704 by either route, and the set of four edge middles 0.2074.

\subsection{What is saved}

With $j$ sites seen, an attempt finds a new one with probability $(N-j)/N$, so the mean wait is $N/(N-j)$ attempts. Seeing all sites takes on average
\begin{equation}
\sum_{j=0}^{N-1}\frac{N}{N-j}=N\sum_{k=1}^{N}\frac1k
\end{equation}
attempts, where $k=N-j$. For $N=4096$ this is 8.90 per site. Jamming comes earlier, at about 7.2 per site, but stopping there requires some check for open sites, such as a running count. One pass needs no such check. These figures count attempts, not computer time.

\section{Jammed structures are not equally likely}

Consider three sites in a row. If the centre is visited first, it blocks both ends. If an end is visited first, the centre is blocked and the other end fills later. Hence
\begin{equation}
P(\text{centre only})=\tfrac13,\qquad P(\text{both ends})=\tfrac23 ,
\end{equation}
although there are just two jammed sets.

This matters when energies are averaged. If $M$ independent fillings give structures with energies $E_1,\dots,E_M$, the estimate is $M^{-1}\sum_s E_s$, with repeated structures counted as often as they occur. Removing duplicates and averaging the rest with equal weight answers another question. On the $3\times3$ patch the true mean coverage is 0.439, while equal weights for the 10 jammed sets give 0.367, which is 16\% lower. Nor are these thermal weights: the distribution records the history of irreversible arrival and contains no Boltzmann factor.

\section{A case solved by hand}

For an open chain of $n$ sites, let $E_n$ be the mean number filled, with $E_0=0$ and $E_1=1$. The first visited site $i$ is accepted and removes its neighbours from play, leaving chains of $i-2$ and $n-i-1$ sites (a length of $-1$ counts as zero). The order within each part is still uniform, so
\begin{equation}
E_n=1+\frac1n\sum_{i=1}^{n}\left(E_{i-2}+E_{n-i-1}\right)
=1+\frac2n\sum_{k=0}^{n-2}E_k ,
\end{equation}
because the two sums run over the same lengths in opposite order. Multiply by $n$ and subtract the same relation for $n-1$:
\begin{equation}
nE_n-(n-1)E_{n-1}=1+2E_{n-2}.
\end{equation}
Subtract this from its successor, and write $d_n=E_n-E_{n-1}$:
\begin{equation}
(n+1)E_{n+1}-2nE_n+(n-1)E_{n-1}=2d_{n-1}.
\end{equation}
The left side equals $(n+1)d_{n+1}-(n-1)d_n$. Subtracting $2d_n$ from both sides gives
\begin{equation}
(n+1)(d_{n+1}-d_n)=-2(d_n-d_{n-1}).
\end{equation}
With $g_n=d_n-d_{n-1}$ this reads $g_{n+1}=-2g_n/(n+1)$. Since $E_2=1$, we have $d_1=1$, $d_2=0$ and $g_2=-1$, whence
\begin{equation}
g_n=-\frac{(-2)^n}{2\,n!}\qquad(n\ge2).
\end{equation}
The coverage of a long chain is the limit of $d_n$, the mean filling added per added site:
\begin{align}
\theta_{\rm 1D}&=d_1+\sum_{n=2}^{\infty}g_n
=1-\frac12\left[e^{-2}-1-(-2)\right]\nonumber\\
&=\frac{1-e^{-2}}2=0.4323 .
\end{align}
The bracket is the exponential series without its first two terms, $1$ and $-2$. A closed ring has the same limit, since its first molecule leaves an open chain of $n-3$ sites. One-pass fillings of a ring of 40\,000 sites give $0.43245\pm0.00012$, one standard error from the formula.

\section{Stopping before jamming}

A partly covered surface needs a clock. Let attempts reach each site independently at rate $k$. The first arrival time $T_i$ then obeys $P(T_i>t)=e^{-kt}$. Draw one such time per site, sort the sites by time, and make one pass. The times are independent and identically distributed, so the order is uniform. The molecules accepted with $T_i\le t$ form the structure at time $t$, since by the argument above repeats change nothing at any stage.

By time $t$ each site has been visited with probability $p=1-e^{-kt}$. The number $m$ of visited sites is binomial, and these sites are the first $m$ of a uniform order. If $A_m$ is the mean number accepted in the first $m$ visits, the mean coverage is
\begin{equation}
\theta(t)=\frac1N\sum_{m=0}^{N}\binom Nm p^m(1-p)^{N-m}A_m .
\label{eq:time}
\end{equation}
On the $3\times3$ patch at $kt=1$, this formula and the master equation both give 0.343473. Note that $m$ counts visits to distinct sites. Cutting the pass after $m$ visits is not the same as stopping repeated attempts after $m$ attempts, some of which are repeats.

A molecule still missing at $t$ must land on a site not yet visited, so
\begin{equation}
0\le\theta(\infty)-\theta(t)\le e^{-kt}.
\label{eq:bound}
\end{equation}

\section{When the one-pass mode needs care}

\subsection{Unequal rates}

Let site $i$ be tried at relative rate $w_i$, with $W=\sum_iw_i$, and let $W_S$ be the summed rate of the sites already seen. The geometric sum becomes
\begin{equation}
P(u\text{ next})=\sum_{r=0}^{\infty}\left(\frac{W_S}{W}\right)^r\frac{w_u}{W}
=\frac{w_u}{W-W_S}.
\end{equation}
The order must be drawn with these weights; sorting exponential times of rates $w_i$ does so. A plain shuffle in general gives the wrong distribution. On a seven-site graph (a square and a triangle joined by one bond, with relative rates between 1 and 5) it misstates the probability of one jammed set by 0.23. The weighted order agrees with the Markov chain.

It may then surprise that slowing a randomly chosen half of the sites tenfold leaves the coverage of a $200\times200$ lattice at $0.3641\pm0.0002$, against $0.3642\pm0.0002$ for equal rates. The reason is that the slow sites were drawn afresh for each filling, independently of position. Averaged over that draw, the arrival times are again independent and identically distributed, so the order is uniform and the mean coverage is unchanged. Rates tied to position act differently. If one of the two chessboard sublattices is very much faster, it fills completely before the other is tried, and the coverage tends to $1/2$.

\subsection{Refusals that can be reversed}

The proof needs a refused site to stay refused. Desorption and hopping break this, as does growth that requires a filled neighbour. Take three sites in a row, where the first can always fill and the others need a filled neighbour. Repeated attempts end with all three filled. One pass achieves this just for the order 1, 2, 3, with probability $1/6$.

\subsection{An order that is not random}

If the sites of a square lattice with even sides are visited row by row, the first row fills at alternate sites, the next row fills at the sites between, and a chessboard of coverage $1/2$ results. That is 37\% above the random value. The order must be shuffled, and shuffled anew for each structure.

\section{Example: one half-cycle of alumina deposition}

Trimethylaluminium reacts with a hydroxylated alumina surface until no site is accessible. The inputs are rough: a square lattice of sites with spacing $a=0.35$~nm, temperature $T=473$~K, precursor pressure $p_{\rm g}=0.1$~Torr, reaction probability $s=0.001$ per arrival on the cell of an open site, and a pulse of 0.5~s. Each accepted molecule blocks four neighbours and leaves one Al atom.

The site density is $1/a^2=8.16$~nm$^{-2}$. For molecules of mass $m_{\rm g}$ (72.09~g/mol, taking the vapour to consist of monomers) the arrival flux of an ideal gas is
\begin{equation}
F=\frac{p_{\rm g}}{\sqrt{2\pi m_{\rm g}k_{\rm B}T}}=1.90\times10^{5}\ \text{nm}^{-2}\,\text{s}^{-1},
\end{equation}
so the attempt rate per site is
\begin{equation}
k=Fa^2s=1.902\times10^5\times0.1225\times0.001=23.3\ \text{s}^{-1}.
\end{equation}
Arrivals that would not react even on an open site are left out of $k$; this thinning is the same for all sites and keeps their rates equal. The pulse lasts $kt=11.65$, and by Eq.~\eqref{eq:bound} the coverage still missing is below $9\times10^{-6}$. The surface is jammed for practical purposes.

With the jamming coverage 0.364, the Al left behind is $0.3642\times8.16=2.97$~nm$^{-2}$. A film of density 3.0~g/cm$^3$ holds 35.4 Al atoms per nm$^3$, so the growth per cycle is
\begin{equation}
h=\frac{2.97\ \text{nm}^{-2}}{35.4\ \text{nm}^{-3}}=0.084\ \text{nm}=0.84\ \text{\AA}.
\end{equation}

Shorter pulses, with all else fixed, give coverage 0.303 and 0.070~nm at 0.05~s, and 0.347 and 0.080~nm at 0.1~s. Removing a random 10\% of the sites from the fully exposed surface gives 0.346, nearly the value at 0.1~s. The two cases are related, and the chosen inputs happen to make them nearly coincide. Sites absent with probability $q$ act like sites not yet visited when $e^{-kt}=q$. For $q=0.1$ that means $kt=2.30$, and the 0.1~s pulse has $kt=2.33$.

The exclusion range matters far more. If the four diagonal neighbours are blocked too, the coverage falls to 0.187 and the growth to 0.043~nm, a drop of 49\%.

Thermal motion acts in the other direction. With a chosen barrier of 1.6~eV and an attempt frequency of $10^{13}$~s$^{-1}$, a molecule makes $4.5\times10^{-5}$ moves during the pulse, so immobility is a sound assumption if the barrier is that high. The barrier would have to fall to 1.38~eV for 0.01 moves per pulse. Unlimited motion could not raise the coverage above $1/2$: each filled site has four bonds, no bond has two filled ends, and there are $2N$ bonds, so the number filled is at most $2N/4$. The corresponding ceiling is 0.115~nm.

Growth in this process is roughly 0.1~nm per cycle, so the model lands in the right range. That is weak support, because spacing and exclusion range were chosen and the result depends strongly on both. A real alumina film is amorphous, its hydroxyl groups form no square lattice, and a precursor may bind through more than one of them, which changes its footprint. The 49\% drop shows how far a change of footprint can move the number. In a reactor, delivery of the gas can also make the useful exposure shorter than the valve time.

\section{Choosing the setting}

\begin{itemize}
\item \textbf{Saturated, immobile adsorbates on equivalent sites:} use one pass with a fresh shuffle. Repeated attempts give the same distribution but usually need more attempts, as on the $64\times64$ lattice; when the exclusion range is comparable with the cell size, they can need fewer.
\item \textbf{Partial exposure:} use sorted exponential times and stop at the desired $kt$. A pass cut at a fixed number of visits fixes $m$ and loses the binomial spread in Eq.~\eqref{eq:time}.
\item \textbf{Inequivalent sites:} give the clocks their own rates. If each site's rate is drawn independently from one distribution, a plain shuffle still gives the right mean jammed coverage, averaged over the draw. It does not give the right averages for properties that differ between fast and slow sites, such as an adsorption energy tied to the rate, because fast sites fill preferentially.
\item \textbf{Hopping, desorption or cooperative growth:} use neither mode as a final answer; simulate the events in time.
\item \textbf{Exclusion range and site spacing:} settle these first. In the example, blocking the diagonal neighbours as well changes the growth more than the shorter pulses or the missing sites do. At a given jamming coverage the growth is proportional to $1/a^2$, so the spacing matters strongly too.
\item \textbf{Cell size:} the equivalence holds in any cell, but a small cell need not represent a large surface. The open $3\times3$ patch has coverage 0.439, which is 20\% above the large lattice.
\item \textbf{Number of structures:} the standard error 0.00025 from 250 fillings of the $64\times64$ lattice implies a spread of $0.00025\sqrt{250}=0.004$ per filling. If distant regions fill almost independently, the spread scales as $N^{-1/2}$, or about $0.25/\sqrt N$. For a cell of 36 sites this gives roughly 0.04 in coverage, or one to two molecules out of 13. In so small a cell the rule is only a rough guide: for a periodic $6\times6$ cell the true scatter is 0.0485, about a sixth above $0.25/\sqrt N$. One random structure is therefore a poor stand-in for the average. Compute several, and quote the standard error of the property wanted.
\end{itemize}

The numerical output that follows lists most of the values used here.

\section*{Numbers as computed}
\begin{verbatim}
EXACT SMALL GRAPHS
3x3 patch: number of jammed sets = 10
3x3: largest probability difference, 9! orders = 5.4e-13
3x3: P(corners+centre) attempts, one pass = 0.370370, 0.370370
3x3: P(edge middles) attempts, one pass = 0.207407, 0.207407
3x3: mean jammed coverage = 0.438683
3x3: coverage if jammed sets were equally likely = 0.366667
3x3: mean attempts to jam = 13.094
3x3: mean attempts to see all sites = 25.461
3x3: coverage at kt=0.3, master eq., one pass = 0.191945, 0.191945
3x3: coverage at kt=1.0, master eq., one pass = 0.343473, 0.343473
3x3: coverage at kt=3.0, master eq., one pass = 0.427429, 0.427429
3-site path: P(centre only) = 0.333333
7-site graph, unequal rates: error of plain order = 0.2319
growth rule, 3 sites: P(full) attempts, one pass = 1.0000, 0.1667
LARGE LATTICES
shared sequences on 12x12, all final sets equal: 100
64x64 coverage, attempts = 0.36410 +- 0.00022
64x64 coverage, one pass = 0.36419 +- 0.00025
64x64 attempts per site to jam = 7.17
64x64 attempts per site to see all sites = 8.90
1D limit (1-exp(-2))/2 = 0.432332
1D ring, one pass = 0.43245 +- 0.00012
EXAMPLE (rough inputs)
site spacing = 0.35 nm, sites = 8.16 per nm2
T = 473 K, pressure = 0.1 Torr
precursor molar mass = 72.09 g/mol
reaction probability = 0.001, pulse = 0.5 s
film density = 3.0 g/cm3, Al = 35.44 per nm3
arrival flux = 1.902e+05 per nm2 per s
attempt rate per site k = 23.30 per s
jamming coverage, 200x200 = 0.36421 +- 0.00016
metal atoms kept = 2.973 per nm2
growth per cycle = 0.0839 nm
NEGLECTED EFFECTS
full pulse: kt = 11.65, missing coverage below 8.7e-06
pulse 0.05 s: kt = 1.17, coverage = 0.3031, growth = 0.0698 nm
pulse 0.1 s: kt = 2.33, coverage = 0.3466, growth = 0.0798 nm
diagonal neighbours also excluded: coverage = 0.18701 +- 0.00011, growth = 0.0431 nm, change = -48.7 %
10% of sites missing: coverage = 0.34640 +- 0.00021, growth = 0.0798 nm, change = -4.9 %
50% of sites at 0.1 k: coverage = 0.36413 +- 0.00016, growth = 0.0839 nm, change = -0.0 %
moves per molecule in pulse at 1.6 eV, 1e+13 per s = 4.5e-05
barrier for 0.01 moves per pulse = 1.380 eV
ceiling with free motion (coverage 1/2) = 0.1152 nm
\end{verbatim}
